# Callaway thermal conductivity with normal and resistive phonon collisions, part 2

A crystal carries a small steady temperature gradient $G=dT/dz$. We seek the thermal conductivity $\kappa=-j/G$ due to phonons, with $j$ the heat flux, in SI units. Normal collisions conserve the total crystal momentum; resistive ones (umklapp processes, defects, boundaries) do not. In Callaway's model they act at the rates $N=1/\tau_N$ and $R=1/\tau_R$, which may depend on frequency, and the occupation $n$ of a mode obeys

$$v\mu G\,n_0'=-N(n-n_u)-R(n-n_0).$$

Here $v$ is the group velocity, $\mu$ the cosine of the angle between the wave vector $\mathbf q$ and $z$, $n_0=1/(e^{\hbar\omega/k_BT}-1)$, and the prime means $\partial/\partial T$. The drifting Planck function is

$$n_u=\frac1{e^{X}-1},\qquad X=\frac{\hbar(\omega-\mathbf q\cdot\mathbf u)}{k_BT},$$

with $\mathbf u$ along $z$. When phonons 1 and 2 merge into 3, the ratio of forward to reverse rate is

$$\frac{n_1}{1+n_1}\,\frac{n_2}{1+n_2}\,\frac{1+n_3}{n_3}=e^{X_3-X_1-X_2},$$

which is one for a normal process with a common $\mathbf u$. For a drift much slower than sound,

$$n_u-n_0=n_0(n_0+1)\frac{\hbar q\mu u}{k_BT}=\frac{T}{\omega}\,q\mu u\,n_0' .$$

Normal collisions conserve momentum if

$$\sum_{\rm modes}\hbar q\mu\,N(n-n_u)=0 ,$$

and the heat flux is $j=\sum_{\rm modes}\hbar\omega\,v\mu\,(n-n_0)$.

A mode has heat capacity $C=\hbar\omega\,n_0'$, and $\tau_C=1/(N+R)$. Without a label, $\sum$ runs over branches and wave numbers $q$ up to the cut-off $q_D$, per volume, after the angular average $\overline{\mu^2}=1/3$.

The first half treated one linear branch, $\omega=vq$. There

$$u=-\frac{v^2\beta}{T}\,G ,$$

$$\boxed{\beta=\frac{\sum C\,\tau_CN}{\sum C\,\tau_CNR}}$$

$$\boxed{\kappa=\frac{v^2}{3}\left[\sum C\tau_C+\frac{\left(\sum C\,\tau_CN\right)^2}{\sum C\,\tau_CNR}\right]} .$$

The first term, $\kappa_1$, counts all collisions as resistive. The second, $\kappa_2$, is the correction that restores the momentum normal collisions do not destroy.

### Several branches and bent dispersion

A crystal has longitudinal and transverse branches, and their frequencies bend over towards the zone edge. Let each branch be isotropic with a general law $\omega(q)$. Two velocities must then be kept apart: the group velocity $v=d\omega/dq$, and the phase velocity $\omega/q$, whose inverse is the slowness $p=q/\omega$. For a linear branch $pv=1$.

Normal processes may merge phonons of different branches. The balance of forward and reverse rates then requires the same $\mathbf u$ in all three factors, so the branches share one drift velocity. The ansatz for $u$ can no longer contain the velocity of one branch, and becomes

$$u=-\frac{\Lambda}{T}\,G ,$$

with $\Lambda$ in m$^2$/s; for one linear branch $\Lambda=v^2\beta$. The linearised drift is $n_u-n_0=(T/\omega)q\mu u\,n_0'=-\mu G\,\Lambda p\,n_0'$, and the Boltzmann equation gives

$$n-n_0=-\mu G\,\phi\,n_0',\qquad \phi=\tau_C(v+\Lambda pN).$$

The length $\phi$ is the effective mean free path of the mode. The difference that enters the momentum condition is

$$\phi-\Lambda p=\tau_Cv-\Lambda p(1-\tau_CN)=\tau_C(v-\Lambda pR).$$

The momentum weight is $\hbar q\,n_0'=p\,\hbar\omega\,n_0'=pC$. Conservation therefore reads $\sum C\,pN\tau_C(v-\Lambda pR)=0$, or

$$\Lambda=\frac{\sum C\,pv\,\tau_CN}{\sum C\,p^2\,\tau_CNR}.$$

The heat flux $j=-\frac G3\sum C\,v\phi$ then gives

$$\boxed{\kappa=\frac13\left\{\sum C\,v^2\tau_C+\frac{\left[\sum C\,pv\,\tau_CN\right]^2}{\sum C\,p^2\,\tau_CNR}\right\}} .$$

For one linear branch $p=1/v$, and the result of the first half returns.

With several branches the heat flux is no longer a fixed multiple of the momentum. A mode contributes to them in the ratio $\omega v/q=v/p$, which differs between branches. Normal collisions that shift momentum from a fast branch to a slow one now reduce the heat flux, although they conserve momentum.

If each branch were given a drift of its own, the correction would be $\frac13\sum_sa_s^2/b_s$, where $a_s$ and $b_s$ are the parts of the numerator and denominator sums from branch $s$. The Cauchy–Schwarz inequality gives

$$\Big(\sum_sa_s\Big)^2=\Big(\sum_s\frac{a_s}{\sqrt{b_s}}\sqrt{b_s}\Big)^2\le\sum_s\frac{a_s^2}{b_s}\;\sum_sb_s .$$

Separate drifts thus give a conductivity at least as large as the common drift. They impose conservation laws that normal collisions between branches do not obey.

### Bounds on the conductivity

Define the product $\langle f,g\rangle=\frac13\sum C\,fg$, so that $\kappa=\langle v,\phi\rangle$. The Boltzmann equation is

$$v=R\phi+\mathcal N\phi,\qquad \mathcal N\phi=N(\phi-\Lambda p),\qquad \Lambda=\frac{\langle p,N\phi\rangle}{\langle p,Np\rangle},$$

where the last relation is the momentum condition before $\phi$ is inserted. For any two functions,

$$\langle\chi,\mathcal N\phi\rangle=\langle\chi,N\phi\rangle-\frac{\langle\chi,Np\rangle\langle p,N\phi\rangle}{\langle p,Np\rangle}.$$

This is symmetric in $\chi$ and $\phi$. For $\chi=\phi$ it is not negative, again by Cauchy–Schwarz, and it vanishes when $\phi$ is proportional to $p$. That function is the uniform drift, the one motion that normal collisions cannot stop.

Let $L=R+\mathcal N$, which is symmetric and positive as long as $R>0$. From $L\phi=v$ follows $\langle\phi,L\phi\rangle=\kappa$. For any trial function $\chi$,

$$\langle v,\chi\rangle^2=\langle\phi,L\chi\rangle^2\le\langle\phi,L\phi\rangle\langle\chi,L\chi\rangle
\quad\Rightarrow\quad \kappa\ge\frac{\langle v,\chi\rangle^2}{\langle\chi,L\chi\rangle},$$

with equality for $\chi=\phi$. The choice $\chi=p$ removes $\mathcal N$ and gives a lower bound. For the upper bound, apply the same inequality with $R$ alone:

$$\kappa^2=\langle v,\phi\rangle^2\le\langle v,R^{-1}v\rangle\langle\phi,R\phi\rangle\le\langle v,R^{-1}v\rangle\,\kappa .$$

The last step holds because $\langle\phi,R\phi\rangle\le\langle\phi,L\phi\rangle=\kappa$. Together,

$$\boxed{\frac13\frac{\left(\sum C\,pv\right)^2}{\sum C\,p^2R}\;\le\;\kappa\;\le\;\frac13\sum\frac{C\,v^2}{R}} .$$

The bounds are the limits of strong and weak normal collisions, as letting $N\to\infty$ or $N\to0$ in the formula shows. The upper bound is useful only when its sum converges at small $q$, which fails for $R\propto\omega^4$ alone. If all normal rates are multiplied by a common factor that grows, $\langle\chi,L\chi\rangle$ cannot fall for any $\chi$. The largest value of the trial quotient, which is $\kappa$, therefore cannot rise. Normal collisions never increase $\kappa$ in this model; the correction removes an overestimate of the harm they do.

### A model in the range of gallium nitride

The parameters are round values in the range of bulk gallium nitride at $T=300$ K. The primitive cell has a volume of roughly $0.046\ \mathrm{nm^3}$. Each acoustic branch has one mode per cell, which fixes the cut-off:

$$q_D=\left(\frac{6\pi^2}{0.046\ \mathrm{nm^3}}\right)^{1/3}=10.88\ \mathrm{nm^{-1}} .$$

One longitudinal branch has $v=8000$ m/s and two transverse branches have $v=4000$ m/s, both rough. All are taken as linear. The rates are

$$N=B\omega^2T,\qquad R=B\omega^2T\,e^{-\theta/3T}+A\omega^4,\qquad \theta=\frac{\hbar vq_D}{k_B}.$$

The first part of $R$ stands for umklapp processes and the second for point defects. The coefficients are $B=5\times10^{-20}$ s/K for the longitudinal branch, $B=1.5\times10^{-19}$ s/K for the transverse ones, and $A=3\times10^{-45}\ \mathrm{s^3}$ for all. The cut-off temperatures $\theta$ are 665 K and 332 K. At half the cut-off frequency, $\omega=vq_D/2$, these rates give

- longitudinal: $\tau_N=35$ ps and $\tau_R=41$ ps;
- transverse: $\tau_N=47$ ps and $\tau_R=65$ ps.

Normal and resistive collisions are of similar strength, so neither limit applies. Gauss–Legendre quadrature over the wave number gives the two sums of the correction,

$$\sum C\,pv\,\tau_CN=0.4247\ \frac{\mathrm{MJ}}{\mathrm{m^3\,K}},\qquad
\sum C\,p^2\tau_CNR=9.264\times10^{8}\ \frac{\mathrm{J\,s}}{\mathrm{m^5\,K}} .$$

Their ratio is $\Lambda=4.58\ \mathrm{cm^2/s}$, and

$$\kappa_2=\frac{(0.4247\times10^6)^2}{3\times9.264\times10^8}\ \frac{\mathrm W}{\mathrm{m\,K}}=64.9\ \frac{\mathrm W}{\mathrm{m\,K}} .$$

The same quadrature gives $\kappa_1=143.7$ W/(m K). The total is

$$\kappa=\kappa_1+\kappa_2\approx209\ \mathrm{W/(m\,K)}=2.09\ \mathrm{W/(cm\,K)} ,$$

of which the correction supplies 31 %. The longitudinal branch carries 97 W/(m K) and the two transverse branches together 112 W/(m K). The bounds for these resistive rates are 122 and 343 W/(m K). Separate drifts for the longitudinal and transverse branches would give 213 W/(m K), an increase of about 2 %.

### Self-heating of a layer

Let a transistor dissipate 5 W per millimetre of gate width over a strip 5 µm wide. The evenly heated strip is a simplification: in a real transistor much of the heat is often released close to the drain-side edge of the gate, where the local flux is higher. For the even strip the heat flux below it is

$$\frac{5\ \mathrm{W/mm}}{5\ \mu\mathrm m}=1\ \mathrm{GW/m^2}=100\ \mathrm{kW/cm^2}.$$

If the heat flows straight down through a layer 1 µm thick with the bulk conductivity, the temperature drop is

$$\Delta T=\frac{(10^9\ \mathrm{W/m^2})(10^{-6}\ \mathrm m)}{208.5\ \mathrm{W/(m\,K)}}=4.8\ \mathrm K .$$

With $\kappa_1$ alone it would be 7.0 K. With all rates held at their bulk values, leaving out momentum conservation thus overstates the drop by 45 % of the corrected value.

The drift speed tests the linearisation. With $G=4.8$ K/µm,

$$|u|=\frac{\Lambda G}{T}=7.3\ \mathrm{m/s},$$

which is about $2\times10^{-3}$ of the transverse sound velocity. The expansion in $u$ is safe here. The assumption of an infinite crystal is less so. If the modes are ordered by their mean free path $v\tau_C$, half of the heat is carried by modes with paths below about 100 nm. The other half travels farther between collisions, and part of it feels the faces of a 1 µm layer. Since $v\tau_C$ counts normal collisions, which do not destroy momentum, it is the shortest of the relevant lengths: ordered by the effective path $\phi$, the halfway point lies near 150 nm.

### What the model leaves out, in its own numbers

In each comparison below the coefficients $A$ and $B$ stay fixed.

*Bent dispersion.* Replace the linear law by $\omega=(2vq_D/\pi)\sin(\pi q/2q_D)$, where $v$ is now the sound velocity, and keep $\theta$ at its linear value. The conductivity falls from 209 to 109 W/(m K). The cause can be traced in the part of $R$ that goes as $\omega^2$. There a mode contributes in proportion to $v^2/\omega^2=(pv)^2/q^2$, with $v$ the group velocity. For the linear law $pv=1$; for the sine law $pv=y\cot y$ with $y=\pi q/2q_D$, which drops from one to zero at the cut-off. The lower frequencies also raise the heat capacity and weaken defect scattering, but these gains do not make up the loss. This is the largest change of $\kappa$ among those considered here.

*Layer faces.* Adding the rate $v/(1\ \mu\mathrm m)$ to $R$ is a rough description of scattering at the faces. It lowers $\kappa$ to 153 W/(m K) and raises the drop across the layer from 4.8 to 6.5 K.

*Temperature of use.* At 425 K the formula gives 149 W/(m K), 29 % below the value at 300 K. A hot channel therefore conducts less well than a room-temperature figure suggests.

*Sound velocities.* The values used are rough. To see how much they matter, let all sound velocities rise by 5 %. The conductivity changes by about 1 %, to 206 W/(m K), and it falls. In the contribution $v^2/(B\omega^2T)=1/(Bq^2T)$ the velocity cancels. The higher frequencies strengthen defect scattering and lower the heat capacity, while the larger $\theta$ weakens umklapp scattering. The net effect is small. A uniform rise does not test elastic anisotropy, which the isotropic model leaves out altogether.

*Optical phonons.* The cell has four atoms and hence nine optical modes. Give them all the rough values 70 meV, 1000 m/s and 2 ps. With $C$ the heat capacity of these modes per volume, $Cv^2\tau/3$ is then about 1 W/(m K). Their direct share of the heat flow is small for these values. In the real crystal the three lowest optical branches are folded continuations of the acoustic ones. They lie well below 70 meV, can be faster than assumed here, and may carry considerably more. The part of the optical modes in scattering the acoustic phonons is contained in the chosen rates and is not resolved.

*Heat flow around the layer.* A common rule of thumb lets the heat spread at 45 degrees, so that the heated width at depth $z$ is $w+2z$. The drop across a thickness $t$ is reduced by the factor

$$\frac1t\int_0^t\frac{w\,dz}{w+2z}=\frac{\ln(1+2t/w)}{2t/w}=0.84$$

for $w=5$ µm and $t=1$ µm. The rule overstates the relief under the middle of so wide a strip, and the true factor depends on what lies below the layer; over an isothermal base it is close to one there. An interface below the layer with a rough thermal resistance of $10\ \mathrm{m^2\,K/GW}$ adds 10 K if the heat flows straight down at the full flux, twice the 4.8 K found with the bulk conductivity. With the heated width grown to $w+2t$ it adds about 7 K.

### The model beside the material

Good bulk gallium nitride conducts roughly 200 W/(m K) at room temperature. The coefficients $A$ and $B$ were chosen to put the linear model in that range, so the agreement is no evidence for the model. One assumption that a real crystal clearly breaks is the linear dispersion, since the slope of real acoustic branches generally changes towards the zone edge. The linear longitudinal branch ends at $k_B\theta=57$ meV, above the roughly 40 meV at which the lower phonon band of gallium nitride ends. With the coefficients $A$ and $B$ unchanged, bending the branches by the sine law nearly halves the result. That law lets the slope fall to zero at the edge, which is not true in every direction: along the hexagonal axis of gallium nitride the cell holds two equivalent double layers, and the acoustic branches reach the edge with a finite slope. A model with bent branches would need weaker scattering to reach the same conductivity, and its split between $\kappa_1$ and $\kappa_2$ differs: with the sine law and unchanged coefficients the correction supplies only about 15 % of the total. The share of 31 % is thus a property of this parameter set, not a measured property of gallium nitride. In a device of the kind considered, the layer faces and the interface below also matter: for the numbers used here, the faces add 1.7 K and the interface 7 to 10 K, against the 2.2 K that the momentum correction removes when all rates have their bulk values.

The formula itself rests on narrower conditions. It needs $R>0$, a drift much slower than sound, a temperature that changes little over a mean free path, and a drift that is uniform in space. If normal collisions dominate in a narrow channel, $u$ varies across the channel, and the momentum balance then needs terms in its spatial derivatives, which are absent here.

All numerical values are calculated from the stated model.
